\section*{Scissors shifts require rescaled velocity matrix elements in the dielectric response}

\section{Definitions and conventions}

Consider a crystalline sheet with cell area $A$, filled bands $v$ and empty bands $c$ separated by a gap. The electrons are independent, the ions are clamped, and the field $\mathcal E$ is the total macroscopic field along $x$; local fields are left out. The Bloch Hamiltonian $H(\mathbf k)$ acts on the periodic parts $|n\mathbf k\rangle$ with energies $E_n(\mathbf k)$. Write
\begin{equation}
E=E_c(\mathbf k)-E_v(\mathbf k),\qquad
M=\langle c\mathbf k|\partial H|v\mathbf k\rangle=\hbar v_{cv},\qquad \partial\equiv\partial/\partial k_x .
\end{equation}
Angle brackets without states, $\langle\cdots\rangle$, are averages over the Brillouin zone, $g=2$ counts spin, and the electron charge is $-e$. The sheet susceptibility $\chi$, a length, is defined by (dipole moment)/(area) $=\varepsilon_0\chi\mathcal E$.

A scissors shift $\Delta>0$ raises all empty bands rigidly:
\begin{equation}
H_\Delta(\mathbf k)=H(\mathbf k)+\Delta P_c(\mathbf k),\qquad P_c=\sum_c|c\mathbf k\rangle\langle c\mathbf k| .
\label{eq:scissors}
\end{equation}
The projector is built from the zero-field states and is held fixed when the field acts. The eigenvectors of $H_\Delta$ are those of $H$, and every pair energy becomes $E+\Delta$.

Without a shift, the static susceptibility in velocity form is
\begin{equation}
\chi_0=\frac{ge^2}{\varepsilon_0A}\Big\langle\sum_{cv}\frac{2|M|^2}{E^3}\Big\rangle ,
\label{eq:chi0}
\end{equation}
which is the case $\Delta=0$ of the result proved below. The recipe to be refuted changes the energies and keeps $M$:
\begin{equation}
\chi_{\rm naive}=\frac{ge^2}{\varepsilon_0A}\Big\langle\sum_{cv}\frac{2|M|^2}{(E+\Delta)^3}\Big\rangle .
\label{eq:naive}
\end{equation}

\section{A counter-example}

Take a honeycomb lattice with one orbital on each of its two sites, site energies $\pm E_g/2$ and nearest-neighbour hopping $t$:
\begin{equation}
H=\begin{pmatrix}E_g/2&f\\f^*&-E_g/2\end{pmatrix},\quad
f=t\sum_{j=1}^3e^{i\mathbf k\cdot\boldsymbol\delta_j},\quad
E=\sqrt{E_g^2+4|f|^2}.
\end{equation}
The bonds are $\boldsymbol\delta_{1,2}=(\pm a/2,\,a/2\sqrt3)$ and $\boldsymbol\delta_3=(0,-a/\sqrt3)$. At the corner $K=(4\pi/3a,0)$ the three phases are $2\pi/3$, $-2\pi/3$ and $0$, so $f=0$ and $E=E_g$. The derivative there is
\begin{equation}
\partial f=\frac{ita}{2}\left(e^{2\pi i/3}-e^{-2\pi i/3}\right)=-\frac{\sqrt3}{2}ta ,
\end{equation}
so $|M|=\sqrt3\,ta/2\equiv\hbar v$.

The inputs are rough values in the regime of the valley bands of monolayer MoS$_2$: $a=0.318$ nm, $\hbar v=0.35$ eV nm, $E_g=1.7$ eV and $\Delta=0.8$ eV. They give $t=1.271$ eV and $A=\sqrt3a^2/2=0.0876$ nm$^2$. With $e^2/\varepsilon_0=18.10$ eV nm, a uniform $60\times60$ mesh of $\mathbf k$ points gives
\begin{equation}
\chi_0=1.845\ \text{nm},\qquad \chi_{\rm naive}=0.792\ \text{nm}.
\end{equation}

The true response of $H_\Delta$ can be found without any velocity. Give each electron the potential energy $\lambda\cos(\mathbf q\cdot\mathbf r)$. The field has amplitude $q\lambda/e$ and mean square $q^2\lambda^2/2e^2$, so the energy per cell changes by $-\tfrac12\varepsilon_0\chi A\,q^2\lambda^2/2e^2$. If $W''$ is the second derivative of the energy per cell and spin with respect to $\lambda$, the same change is $\tfrac12gW''\lambda^2$. Therefore
\begin{equation}
\chi=-\lim_{q\to0}\frac{2ge^2}{\varepsilon_0A}\frac{W''}{q^2}.
\label{eq:curv}
\end{equation}
The threefold axis makes the in-plane response isotropic as $q\to0$, so the direction of $\mathbf q$ is free.

For supercells of $N$ cells with one period of the potential, the Hamiltonian matrix with the fixed shift operator was diagonalized at $\lambda=0,\pm0.01$ eV, and $W''$ was taken from the second difference. The result is 1.3772 nm for $N=40$ and 1.3844 nm for $N=80$. The leading error is proportional to $q^2$, hence to $1/N^2$, and is removed by
\begin{equation}
\chi=\frac{4(1.3844)-1.3772}{3}\ \text{nm}=1.387\ \text{nm}.
\end{equation}
The shift lowers the susceptibility by 25\%, whereas recipe (\ref{eq:naive}) lowers it by 57\%. The recipe does not give the response of the Hamiltonian whose energies it uses.

\section{The correct statement and its proof}

For the fixed operator (\ref{eq:scissors}),
\begin{align}
M_\Delta&\equiv\langle c|\partial H_\Delta|v\rangle=M\,\frac{E+\Delta}{E},
\label{eq:rule}\\
\chi_{\rm right}&=\frac{ge^2}{\varepsilon_0A}\Big\langle\sum_{cv}\frac{2|M_\Delta|^2}{(E+\Delta)^3}\Big\rangle
=\frac{ge^2}{\varepsilon_0A}\Big\langle\sum_{cv}\frac{2|M|^2}{E^2(E+\Delta)}\Big\rangle .
\label{eq:right}
\end{align}

\emph{Velocity.} Since $H$ and $P_c$ commute at every $\mathbf k$, differentiating $HP_c=P_cH$ gives
\begin{equation}
(\partial H)P_c+H\,\partial P_c=(\partial P_c)H+P_c\,\partial H .
\end{equation}
Take the element between $\langle c|$ and $|v\rangle$. The first term vanishes because $P_c|v\rangle=0$, and $\langle c|P_c=\langle c|$ in the last. Hence
\begin{equation}
E_c\langle c|\partial P_c|v\rangle=E_v\langle c|\partial P_c|v\rangle+M
\quad\Rightarrow\quad \langle c|\partial P_c|v\rangle=\frac ME .
\end{equation}
Then $\langle c|\partial H+\Delta\,\partial P_c|v\rangle=M(1+\Delta/E)$, which is (\ref{eq:rule}). Differentiating $P_c^2=P_c$ gives $(\partial P_c)P_c+P_c\,\partial P_c=\partial P_c$. Between two filled states the left side is zero; between two empty states it is twice the right side. Both kinds of element of $\partial P_c$ therefore vanish, and velocities within either group are unchanged.

The extra velocity has a simple origin. The shift operator is nonlocal and does not commute with position, so it contributes to $(i/\hbar)[H_\Delta,x]$.

\emph{Susceptibility.} Let $\mathbf q$ lie along $x$. The potential $\tfrac\lambda2(e^{iqx}+e^{-iqx})$ couples $|v\mathbf k\rangle$ to $|c,\mathbf k\pm\mathbf q\rangle$ with strength $\tfrac\lambda2\langle c,\mathbf k\pm\mathbf q|v\mathbf k\rangle$. To find the overlap, let $H(\mathbf k+\mathbf q)$ act to the left and $H(\mathbf k)$ to the right:
\begin{equation}
\langle c,\mathbf k+\mathbf q|H(\mathbf k+\mathbf q)-H(\mathbf k)|v\mathbf k\rangle
=\left[E_c(\mathbf k+\mathbf q)-E_v(\mathbf k)\right]\langle c,\mathbf k+\mathbf q|v\mathbf k\rangle .
\end{equation}
The left side is $qM$ to first order, so the overlap is $qM/E+O(q^2)$. The length $|M|/E$ is the size of the interband position element. It depends on the eigenvectors alone, and $\Delta$ does not alter them.

Second-order perturbation theory now gives the energy per cell and spin. Couplings between filled states cancel in pairs, because their denominators have opposite signs. The two signs of $\mathbf q$ contribute equally:
\begin{equation}
\tfrac12W''\lambda^2=-2\,\frac{\lambda^2}{4}\,q^2\Big\langle\sum_{cv}\frac{|M|^2}{E^2(E+\Delta)}\Big\rangle .
\end{equation}
Thus $W''=-q^2\langle\sum|M|^2/[E^2(E+\Delta)]\rangle$, and (\ref{eq:curv}) yields (\ref{eq:right}). For the model, (\ref{eq:right}) gives 1.387 nm, in agreement with the energy curvature.

At $K$ the position element is $0.35/1.7=0.206$ nm. After the shift the velocity element is $0.35\times2.5/1.7=0.515$ eV nm, and $0.515/2.5$ is again 0.206 nm. This pair's contribution falls by the factor $1.7/2.5=0.68$; with the old velocity it would fall by $0.68^3=0.31$.

A shift placed in the denominator alone is therefore correct when the numerator holds position elements, provided these were formed as $|M|/E$ with the unshifted $E$.

\section{How large the error is}

Dividing the summands shows that $\chi_{\rm naive}/\chi_{\rm right}$ is an average of $[E/(E+\Delta)]^2$ with positive weights. If $E_g$ is the smallest vertical pair energy,
\begin{equation}
\left(\frac{E_g}{E_g+\Delta}\right)^2\le\frac{\chi_{\rm naive}}{\chi_{\rm right}}<1 .
\end{equation}
Here the ratio is 0.57 and the lower bound is 0.46. For $\Delta\ll E_g$,
\begin{equation}
\frac{1}{E^2(E+\Delta)}\simeq\frac{1}{E^3}\Big(1-\frac{\Delta}{E}\Big),\qquad
\frac1{(E+\Delta)^3}\simeq\frac1{E^3}\Big(1-\frac{3\Delta}{E}\Big),
\end{equation}
so the naive reduction is three times the right one at leading order. At $\Delta=0.8$ eV it is $(1.845-0.792)/(1.845-1.387)=2.3$ times as large. For bands of finite width and $\Delta$ far above all pair energies, $\chi_{\rm right}\propto1/\Delta$ but $\chi_{\rm naive}\propto1/\Delta^3$.

A second case can be done by hand. Replace the lattice by two unbounded massive Dirac valleys, $H=\hbar v(k_x\sigma_x+k_y\sigma_y)+\tfrac12E_g\sigma_z$. The bands are the two spin states along a unit vector $\mathbf n$ with $n_z=E_g/E$. For a unit vector $\mathbf u$ the interband element obeys $|\langle c|\boldsymbol\sigma\cdot\mathbf u|v\rangle|^2=1-(\mathbf u\cdot\mathbf n)^2$. Averaged over in-plane $\mathbf u$ this is $(1+E_g^2/E^2)/2$, so $2|M|^2\to(\hbar v)^2(1+E_g^2/E^2)$. From $E^2=E_g^2+4(\hbar vk)^2$ follows $k\,dk=E\,dE/4(\hbar v)^2$. With four copies (two spins, two valleys), $y=E/E_g$ and $d=\Delta/E_g$,
\begin{equation}
\chi=\frac{e^2}{2\pi\varepsilon_0E_g}F,\quad
F_{\rm right}=\int_1^\infty\!\frac{1+y^{-2}}{y(y+d)}\,dy,\quad
F_{\rm naive}=\int_1^\infty\!\frac{y+y^{-1}}{(y+d)^3}\,dy .
\end{equation}
The velocity has cancelled. The partial fractions needed are
\begin{align}
\frac1{y(y+d)}&=\frac1d\Big(\frac1y-\frac1{y+d}\Big),\\
\frac1{y^3(y+d)}&=\frac1{dy^3}-\frac1{d^2y^2}+\frac1{d^3}\Big(\frac1y-\frac1{y+d}\Big),\\
\frac y{(y+d)^3}&=\frac1{(y+d)^2}-\frac d{(y+d)^3},\\
\frac1{y(y+d)^3}&=\frac1{d^3}\Big(\frac1y-\frac1{y+d}\Big)-\frac1{d^2(y+d)^2}-\frac1{d(y+d)^3}.
\end{align}
With $L=\ln(1+d)$ they give
\begin{align}
F_{\rm right}&=\frac Ld+\frac1{2d}-\frac1{d^2}+\frac L{d^3},\\
F_{\rm naive}&=\frac1{1+d}-\frac d{2(1+d)^2}+\frac L{d^3}-\frac1{d^2(1+d)}-\frac1{2d(1+d)^2},
\end{align}
and $F_0=\int_1^\infty(y^{-2}+y^{-4})\,dy=4/3$. For $d=0.8/1.7$ the values are $F_{\rm right}=1.067$ and $F_{\rm naive}=0.710$, or $\chi_0=2.26$, $\chi_{\rm right}=1.81$ and $\chi_{\rm naive}=1.20$ nm. The right reduction factor, an average of $E/(E+\Delta)$, is 0.80 here and 0.75 on the lattice: the unbounded cones carry more of their weight at high energy.

\section{Spectra and the full current response}

At finite frequency let $w=\hbar\omega$ and $E_\Delta=E+\Delta$. A uniform field with vector potential $A_x$ displaces $k_x$ by $\kappa=eA_x/\hbar$. To first order the expectation value of $\partial H_\Delta$, summed over the filled states and averaged over the zone, changes by $\kappa(D_\Delta-S_\Delta)$, where
\begin{equation}
D_\Delta=\Big\langle\sum_v\langle v|\partial^2H_\Delta|v\rangle\Big\rangle,\qquad
S_\Delta=\Big\langle\sum_{cv}\frac{2|M_\Delta|^2E_\Delta}{E_\Delta^2-w^2}\Big\rangle .
\end{equation}
The current per cell and spin is $-e/\hbar$ times this change; the factor $g/A$ turns it into the current of the sheet per unit width. For time dependence $e^{-i\omega t}$, $\mathcal E=i\omega A_x$ and the current is $-i\omega$ times the dipole moment, so
\begin{equation}
\chi(\omega)=\frac{ge^2}{\varepsilon_0A}\,\frac{S_\Delta-D_\Delta}{w^2}.
\label{eq:current}
\end{equation}
Second-order perturbation theory in $k_x$ gives $\partial^2\sum_vE_v=\sum_v\langle v|\partial^2H_\Delta|v\rangle-\sum_{cv}2|M_\Delta|^2/E_\Delta$. The zone average of the left side vanishes because $\sum_vE_v$ is periodic. Hence $D_\Delta=\langle\sum2|M_\Delta|^2/E_\Delta\rangle$, and with (\ref{eq:rule})
\begin{equation}
\chi(\omega)=\frac{ge^2}{\varepsilon_0A}\Big\langle\sum_{cv}\frac{|M|^2}{E^2}\,\frac{2E_\Delta}{E_\Delta^2-w^2}\Big\rangle .
\end{equation}
Its absorptive part is $\pi(|M|^2/E^2)\,\delta(E_\Delta-w)$ per pair: the old spectrum moved rigidly by $\Delta$. The velocity form of absorption with unscaled $M$ has $\pi(|M|^2/w^2)\,\delta(E_\Delta-w)$ instead, weaker by $[E/(E+\Delta)]^2$, which is 0.46 at the onset. The Kramers--Kronig integral $\chi(0)=(2/\pi)\int_0^\infty dw\,\mathrm{Im}\chi/w$ then returns (\ref{eq:naive}).

If only the energies in $S$ are shifted in (\ref{eq:current}), while $M$ and $D$ keep their unshifted values, the cancellation fails. Expanding in $w$ gives
\begin{equation}
\chi=-\frac C{w^2}+\chi_{\rm naive}+O(w^2),\qquad
C=\frac{ge^2}{\varepsilon_0A}\Big\langle\sum_{cv}2|M|^2\Big(\frac1E-\frac1{E+\Delta}\Big)\Big\rangle>0 .
\end{equation}
The insulator then responds like a metal. In the lattice model this mixture gives $-10.6$ nm at $w=0.5$ eV and $-45.0$ nm at 0.25 eV, where the consistent formula gives $+1.42$ nm at 0.5 eV. Deleting the divergent term by hand leaves the wrong static value $\chi_{\rm naive}$.

\section{Relation to monolayer MoS$_2$}

The honeycomb model resembles MoS$_2$ only near the valleys. Its pair energy rises to 7.8 eV at the zone centre, whereas for the same two bands of MoS$_2$ it is near 3 eV there, so the real bands contribute considerably more than 1.845 nm. What follows is an illustration of scale, not a calculation for the material. Suppose that all bands together give roughly 8 nm before the shift, and assign the 6.16 nm that the model lacks to pairs at 4 eV with the same $\Delta$. The right total is $1.39+6.16(4/4.8)=6.5$ nm, and the naive one is $0.79+6.16(4/4.8)^3=4.4$ nm, a third too low for this choice of pair energy (39\% too low for 3 eV, 26\% for 6 eV). The error reaches the exciton through the screening length $r_0=\chi/2$ of the potential $-e^2/[2\varepsilon_0q(1+r_0q)]$. With kinetic energy $2(\hbar v)^2/(E_g\rho^2)$ for a trial function $e^{-r/\rho}$, minimization over $\rho$ gives a variational estimate of the binding energy, a lower bound for parabolic bands in this potential, though not for the lattice model: 0.66 eV with the right total and 0.88 eV with the naive one, for a free-standing sheet.

This attraction is also missing from the valley-band value itself. Lowering every pair energy by 0.66 eV at fixed position elements, a crude estimate of scale, raises $\chi_{\rm right}$ from 1.39 to 1.74 nm. This estimate leaves out the mixing of pairs by the attraction and is not an upper bound. The static response of the lattice model with the screened attraction acting between point-like sites is about 2.1 nm for $r_0=3.3$ nm, above the unshifted 1.845 nm, a value that depends on the form of the potential at bond distances. The attraction is as important as the shift, and the value of 1.39 nm shows the effect of the shift alone. A gap narrowed by 0.05 eV, a rough allowance for 300 K, raises the 1.39 nm by 1.6\% at fixed position elements, and by more if these grow as the gap narrows. Doped sheets also have a free-carrier response, which lies outside the theorem.

\section{Conditions}

The shift need not be uniform. If each band is moved by its own amount at each $\mathbf k$, with eigenvectors and filling kept, the overlap argument holds with $\Delta$ replaced by the shift of that pair. A shift that grows by 0.1 eV per eV of pair energy above the gap changes $\chi_{\rm right}$ to 1.36 nm.

The fixed projector is essential. Suppose $P_c$ were rebuilt in the static field from the states left empty there. The occupied states of $H$ plus the field would be annihilated by the new $P_c$ and would remain the occupied states of the shifted problem. The charge density, and with it the static susceptibility, would then stay at its unshifted value $\chi_0$.
